\section*{Current density and magnetic moment of the Dirac–Coulomb 1s state}

\section*{Problem}

An electron moves in the field of a fixed point charge $Z$. Atomic units are used: $\hbar=m=e=1$, $c=1/\alpha$, where $\alpha$ is the fine-structure constant, and the Bohr magneton is $\mu_B=1/2$. The Hamiltonian is
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr ,\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\end{equation}
The bold symbol $\boldsymbol\alpha$ denotes the matrices. Let
\begin{equation}
\zeta=Z\alpha=\frac Zc,\qquad \gamma=+\sqrt{1-\zeta^2},\qquad 0<\zeta<1 .
\end{equation}
With $\mathbf n=\mathbf r/r$, $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$ and $u=(1,0)^T$, the 1s state with $m=+1/2$ has the form
\begin{equation}
\psi=\begin{pmatrix}G\,u\\ i\,b\,G\,\sigma_r u\end{pmatrix},\qquad
G(r)=\frac{N}{\sqrt{4\pi}}\,r^{\gamma-1}e^{-Zr},
\label{state}
\end{equation}
where $b$ and $N$ are real constants.

\begin{enumerate}
\item Find $b$, the energy $E$ and the normalization constant $N$.
\item Compute the particle current density $\mathbf j=c\,\psi^\dagger\boldsymbol\alpha\psi$ and compare it with the density $\rho=\psi^\dagger\psi$.
\item Integrate the current to the magnetic moment, including its sign.
\item Evaluate the results for the hydrogen-like ion with $Z=80$, and examine small $\zeta$ and $\zeta\to1$.
\end{enumerate}

Nuclear size, nuclear recoil and radiative corrections are left out.

\section*{Hints}

\begin{enumerate}
\item When $\boldsymbol\sigma\cdot\mathbf p$ acts on the lower component, treat $\sigma_rF(r)$ as $\boldsymbol\sigma\cdot(\mathbf nF)$. The radial field $\mathbf nF(r)$ has no curl, because its magnitude depends on $r$ alone. Then compare the coefficients of $1/r$ and of the constant terms.
\item The matrices $\boldsymbol\alpha$ connect upper with lower components, so the current is an interference term. Use $\sigma_i\sigma_k=\delta_{ik}+i\epsilon_{ikl}\sigma_l$, and watch which part is real.
\item Express $G^2$ through $\rho$ before integrating. The moment then needs one radial expectation value.
\item The electron has charge $-1$, so its electric current is $-\mathbf j$.
\end{enumerate}

\section*{Solution}

\subsection*{1. The state}

Write the upper component as $\varphi$ and the lower as $\chi$. The equation $H\psi=E\psi$ becomes
\begin{align}
\left(c^2-\frac Zr-E\right)\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=0,\label{up}\\
\left(-c^2-\frac Zr-E\right)\chi+c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi&=0.\label{low}
\end{align}
Since $\mathbf p=-i\nabla$ and $G$ depends on $r$ alone, $\boldsymbol\sigma\cdot\mathbf p\,\varphi=-iG'\sigma_ru$. For the lower component,
\begin{align}
\boldsymbol\sigma\cdot\nabla\,(\boldsymbol\sigma\cdot\mathbf nG)
&=\nabla\cdot(\mathbf nG)+i\boldsymbol\sigma\cdot\nabla\times(\mathbf nG)
=G'+\frac{2G}{r},\\
\boldsymbol\sigma\cdot\mathbf p\,\chi
&=(-i)(ib)\left(G'+\frac{2G}{r}\right)u=b\left(G'+\frac{2G}{r}\right)u .
\end{align}
From \eqref{state}, $G'/G=(\gamma-1)/r-Z$. Dividing \eqref{up} by $Gu$ and \eqref{low} by $iG\sigma_ru$ gives
\begin{align}
c^2-\frac Zr-E+cb\left(\frac{\gamma+1}{r}-Z\right)&=0,\\
-b\left(c^2+\frac Zr+E\right)-c\left(\frac{\gamma-1}{r}-Z\right)&=0 .
\end{align}
The $1/r$ terms of the first equation require $cb(1+\gamma)=Z$, so
\begin{equation}
b=\frac{\zeta}{1+\gamma}=\frac{1-\gamma}{\zeta}.
\label{b}
\end{equation}
The two forms agree because $\zeta^2=(1-\gamma)(1+\gamma)$. The second form is what the $1/r$ terms of the other equation require. The constant terms of the first equation give
\begin{equation}
E=c^2-cbZ=c^2(1-b\zeta)=\gamma c^2 .
\end{equation}
The remaining condition, $b(c^2+E)=cZ$, reads $b(1+\gamma)=\zeta$ and is also satisfied.

The spinor $Gu$ has no orbital angular momentum and spin projection $1/2$. The operator $\sigma_r$ is unchanged by a joint rotation of space and spin, so it commutes with $J_z$. Both components therefore have $J_z=1/2$.

Because $\sigma_r^2=1$, the density has no angular dependence:
\begin{equation}
\rho=G^2(1+b^2),\qquad
1+b^2=1+\frac{1-\gamma^2}{(1+\gamma)^2}=1+\frac{1-\gamma}{1+\gamma}=\frac{2}{1+\gamma}.
\label{rho}
\end{equation}
Normalization requires
\begin{equation}
1=4\pi\int_0^\infty r^2\rho\,dr
=\frac{2N^2}{1+\gamma}\int_0^\infty r^{2\gamma}e^{-2Zr}dr
=\frac{2N^2}{1+\gamma}\frac{\Gamma(2\gamma+1)}{(2Z)^{2\gamma+1}},
\end{equation}
and hence
\begin{equation}
N^2=\frac{(1+\gamma)(2Z)^{2\gamma+1}}{2\,\Gamma(2\gamma+1)} .
\end{equation}
The density behaves as $r^{2\gamma-2}$ at the nucleus. It diverges there, but its volume integral converges. The equations above are also satisfied with $\gamma$ replaced by $-\gamma$. That solution has density $r^{-2\gamma-2}$ and cannot be normalized for $\gamma\ge1/2$. For $\zeta>\sqrt3/2$ it can, and the positive root is then selected by requiring a finite $\langle1/r\rangle$.

\subsection*{2. The current density}

The time-dependent Dirac equation gives $\partial_t\rho=-\nabla\cdot(c\psi^\dagger\boldsymbol\alpha\psi)$, because the Hermitian terms without derivatives cancel between $\psi^\dagger\partial_t\psi$ and its conjugate. So $\mathbf j$ obeys the continuity equation of a particle current. Continuity fixes only its divergence, but the coupling to a vector potential in part 3 contains this expression itself, so it is the current to use for the moment. From the block form of $\boldsymbol\alpha$,
\begin{equation}
j_i=c(\varphi^\dagger\sigma_i\chi+\chi^\dagger\sigma_i\varphi)
=2c\,\mathrm{Re}\,\varphi^\dagger\sigma_i\chi .
\end{equation}
Insert the components and use $u^\dagger\sigma_lu=\delta_{l3}$:
\begin{align}
\varphi^\dagger\sigma_i\chi
&=ibG^2\,n_k\,u^\dagger\sigma_i\sigma_ku
=ibG^2\left(n_i+i\epsilon_{ikl}n_k\,u^\dagger\sigma_lu\right)\nonumber\\
&=ibG^2n_i-bG^2(\mathbf n\times\mathbf e_z)_i .
\end{align}
The radial term is imaginary and drops out. Since $-\mathbf n\times\mathbf e_z=\mathbf e_z\times\mathbf n=\sin\theta\,\mathbf e_\phi$,
\begin{equation}
\mathbf j=2cb\,G^2\sin\theta\,\mathbf e_\phi .
\end{equation}
Equation \eqref{rho} gives $G^2=(1+\gamma)\rho/2$, and \eqref{b} gives $b(1+\gamma)=\zeta$. Therefore
\begin{equation}
\boxed{\;\mathbf j=\zeta c\,\rho\sin\theta\,\mathbf e_\phi
=Z\rho(r)\sin\theta\,\mathbf e_\phi\;}
\label{j}
\end{equation}
The flow circulates about the $z$ axis in the positive sense. Its magnitude does not depend on $\phi$, so its divergence is zero, as a stationary state requires. For $m=-1/2$ the spin expectation value $u^\dagger\boldsymbol\sigma u$ changes sign, and so does the current.

The ratio $j_\phi/\rho=Z\sin\theta$ is the same at all radii and stays below $c$ for $\zeta<1$. It is a ratio of two local densities. It does not describe an electron on a circular orbit, for which the ratio would have to be tied to an orbit radius.

\subsection*{3. The magnetic moment}

The moment is defined by the response to a weak uniform field $\mathbf B$. For charge $-1$, the momentum $\mathbf p$ is replaced by $\mathbf p+\mathbf A$, with $\mathbf A=\frac12\mathbf B\times\mathbf r$. The perturbation is $c\boldsymbol\alpha\cdot\mathbf A$. With $\mathbf B$ along $z$ it conserves $J_z$ and does not mix the two 1s states, so the first-order shift is
\begin{equation}
\Delta E=\int\mathbf j\cdot\mathbf A\,d^3r
=\frac12\mathbf B\cdot\int\mathbf r\times\mathbf j\,d^3r .
\end{equation}
Comparison with $\Delta E=-\boldsymbol\mu\cdot\mathbf B$ gives
\begin{equation}
\boldsymbol\mu=-\frac12\int\mathbf r\times\mathbf j\,d^3r .
\label{mu}
\end{equation}
The minus sign comes from the electron's charge. A shift of the origin adds a term proportional to $\int\mathbf j\,d^3r$. This integral vanishes because $\mathbf e_\phi$ averages to zero around the axis, so the moment does not depend on the origin.

For the azimuthal current, $(\mathbf r\times\mathbf j)_z=r\sin\theta\,j_\phi=Zr\rho\sin^2\theta$. The $x$ and $y$ components integrate to zero over $\phi$. The average of $\sin^2\theta$ over the sphere is $2/3$, hence
\begin{equation}
\mu_z=-\frac Z2\cdot\frac23\,\langle r\rangle=-\frac Z3\langle r\rangle .
\label{mur}
\end{equation}
The mean radius is a ratio of two Gamma-function integrals:
\begin{equation}
\langle r\rangle
=\frac{\int_0^\infty r^{2\gamma+1}e^{-2Zr}dr}{\int_0^\infty r^{2\gamma}e^{-2Zr}dr}
=\frac{\Gamma(2\gamma+2)}{2Z\,\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}.
\end{equation}
Thus $\mu_z=-(1+2\gamma)/6$ in atomic units. Division by $\mu_B=1/2$ gives
\begin{equation}
\boxed{\;\mu_z=-\frac{1+2\gamma}{3}\,\mu_B\;}
\label{result}
\end{equation}
The magnitude is $(1+2\gamma)/3$ Bohr magnetons, and the moment points opposite to the angular momentum.

\subsection*{4. Numbers and limits}

\paragraph{The ion with $Z=80$.}
Here $\zeta=80\times0.00729735=0.583788$ and $\gamma=\sqrt{1-0.583788^2}=0.81191$. The amplitude ratio is $b=0.58379/1.81191=0.3222$. On the equator $j_\phi/\rho=80$ atomic units, or $0.584\,c$. At $r=1/Z=0.0125$ bohr the density is $2.335\times10^4$, so $j_\phi=80\times2.335\times10^4=1.868\times10^6$, both in atomic units. The mean radius and moment are
\begin{align}
\langle r\rangle&=\frac{1+2(0.81191)}{160}=0.016399\ \text{bohr},\\
\mu_z&=-\frac{80}{3}(0.016399)=-0.4373\ \text{a.u.}=-0.8746\,\mu_B .
\end{align}
In SI units this is $-8.11\times10^{-24}$ J/T. Three-dimensional quadrature of the current formed from the explicit matrices gives the same moment, as the numerical output shows.

The reduction from one Bohr magneton can be read from \eqref{mur}. Setting $\gamma=1$ gives the nonrelativistic mean radius $3/(2Z)$, so
\begin{equation}
\frac{|\mu_z|}{\mu_B}=\frac{2Z}{3}\langle r\rangle
=\frac{\langle r\rangle}{\langle r\rangle_{\gamma=1}} .
\end{equation}
The ratio $j_\phi/\rho$ keeps the form $Z\sin\theta$, while the charge distribution contracts. In this model the fractional loss of moment equals the fractional contraction of the mean radius, which is 12.5\% at $Z=80$. The magnitudes for $Z=20$ and $Z=50$ are $0.9929$ and $0.9540\,\mu_B$.

\paragraph{Small $\zeta$.}
With $\gamma=1-\zeta^2/2-\zeta^4/8+O(\zeta^6)$,
\begin{equation}
\frac{|\mu_z|}{\mu_B}=1-\frac{\zeta^2}{3}-\frac{\zeta^4}{12}+O(\zeta^6).
\end{equation}
For $Z=1$ the computed reduction is $1.77507\times10^{-5}$, against $1.77505\times10^{-5}$ from the leading term. This is a property of the Dirac–Coulomb model. The omitted anomalous moment, roughly one part in a thousand for a free electron, is much larger than this reduction.

The limiting current is a spin current. At leading order \eqref{low} gives $\chi\simeq\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)$. For $\varphi=R(r)u$ with real $R$ and $\rho=R^2$,
\begin{align}
j_i&\simeq\mathrm{Re}\,\varphi^\dagger\sigma_i\sigma_k(-i\partial_k)\varphi
=\mathrm{Re}\left[-iR\,\partial_iR+\epsilon_{ik3}R\,\partial_kR\right]\nonumber\\
&=\tfrac12(\nabla\rho\times\mathbf e_z)_i
=\tfrac12\left[\nabla\times(\rho\,\mathbf e_z)\right]_i .
\end{align}
The first term in the bracket, the orbital current, is imaginary and gives nothing. With $\rho=Z^3e^{-2Zr}/\pi$ one has $\nabla\rho=-2Z\rho\,\mathbf n$, and the spin term becomes $Z\rho\sin\theta\,\mathbf e_\phi$. This is \eqref{j} with the nonrelativistic density. At $Z=1$, for radii between 0.5 and 3 bohr, the difference in any Cartesian component of the two currents, divided by the nonrelativistic density, stays below $5\times10^{-5}$ atomic units.

\paragraph{The limit $\zeta\to1$.}
Now $\gamma\simeq\sqrt{2(1-\zeta)}\to0$, and $|\mu_z|$ tends to $\mu_B/3$. The approach is slow because of the square root: at $\zeta=0.9999$ the magnitude is still $0.3428\,\mu_B$. For $\zeta>1$ both $\gamma$ and the formal energy $\gamma c^2$ are imaginary, and \eqref{state} is no longer a stationary state, although it can still be normalized. A nuclear charge distribution of finite size removes the $1/r$ singularity of the potential. It also changes the numbers below this limit, most strongly for heavy nuclei, where the density is concentrated at small $r$. For a uniformly charged sphere of rms radius 5.46 fm at $Z=80$, the magnitude of the moment becomes $0.8748\,\mu_B$ instead of $0.8746\,\mu_B$, while $\langle r\rangle/\langle r\rangle_{\gamma=1}$ becomes $0.8752$, so the two ratios are no longer equal. The equatorial $j_\phi/\rho$ falls below $Z$ near the nucleus, to $0.93Z$ at twice the nuclear radius. At $Z=20$ and $50$ the four digits quoted for the moment are unchanged. At $\zeta=0.9999$ an assumed rms radius of 6.6 fm gives about $0.52\,\mu_B$, so the limit $\mu_B/3$ belongs to the point charge only.

\section*{Variation 1: orbital and spin parts}

\textit{Split the moment into an orbital and a spin part at finite $\zeta$.}

Let $V=-Z/r$. The Dirac equation gives $\beta c^2\psi=(E-V-c\boldsymbol\alpha\cdot\mathbf p)\psi$. Since $\beta^2=1$,
\begin{equation}
c^2\psi^\dagger\alpha_i\psi=\psi^\dagger\alpha_i\beta\,(\beta c^2\psi)
=\psi^\dagger\alpha_i\beta(E-V-c\,\alpha_kp_k)\psi .
\end{equation}
The left side is real, so take the real part of the right side. The matrix $\alpha_i\beta$ is anti-Hermitian because $\alpha_i\beta=-\beta\alpha_i$. Its local expectation value is imaginary, and the term with $E-V$ drops out. Using $-\alpha_i\beta\alpha_k=\beta\alpha_i\alpha_k$ and dividing by $c$,
\begin{equation}
j_i=\mathrm{Re}\,\psi^\dagger\beta\alpha_i\alpha_kp_k\psi .
\end{equation}
With $\alpha_i\alpha_k=\delta_{ik}+i\epsilon_{ikl}\Sigma_l$, where $\Sigma_l$ is the block-diagonal spin matrix, this becomes the Gordon decomposition
\begin{equation}
\mathbf j=\mathrm{Re}\,\psi^\dagger\beta\mathbf p\psi+\tfrac12\nabla\times\mathbf S,
\qquad \mathbf S=\psi^\dagger\beta\boldsymbol\Sigma\psi .
\end{equation}
Integration by parts gives
\begin{equation}
\int[\mathbf r\times(\nabla\times\mathbf S)]_i\,d^3r
=\int(r_k\partial_iS_k-r_k\partial_kS_i)\,d^3r
=(-1+3)\int S_i\,d^3r .
\end{equation}
The surface term at the origin scales as $r^3r^{2\gamma-2}=r^{2\gamma+1}$ and vanishes; the one at infinity vanishes exponentially. Equation \eqref{mu} then yields
\begin{equation}
\frac{\mu_z}{\mu_B}=-\langle\beta L_z\rangle-\langle\beta\Sigma_z\rangle .
\end{equation}

By \eqref{rho}, the upper and lower components have weights $(1+\gamma)/2$ and $(1-\gamma)/2$. The upper one has $L_z=0$ and $\sigma_z=1$. The lower one is proportional to $\sigma_ru=(\cos\theta,\sin\theta\,e^{i\phi})^T$. Its averages are $\langle L_z\rangle=\overline{\sin^2\theta}=2/3$ and $\langle\sigma_z\rangle=1/3-2/3=-1/3$. Since $\beta=-1$ there,
\begin{align}
\langle\beta L_z\rangle&=-\frac23\cdot\frac{1-\gamma}{2}=-\frac{1-\gamma}{3},\\
\langle\beta\Sigma_z\rangle&=\frac{1+\gamma}{2}+\frac13\cdot\frac{1-\gamma}{2}=\frac{2+\gamma}{3}.
\end{align}
Their sum is $(1+2\gamma)/3$, in agreement with \eqref{result}. At $Z=80$ it is $-0.0627+0.9373=0.8746$. The spin part lies below one by $(1-\gamma)/3$, and the orbital part subtracts the same amount, so in this decomposition each supplies half of the reduction.

\section*{Variation 2: the circulating current}

\textit{Find the total current $I$ through a half-plane bounded by the $z$ axis.}

The area element is $r\,dr\,d\theta$, and $\langle1/r\rangle=4\pi\int_0^\infty\rho\,r\,dr$. Therefore
\begin{equation}
I=Z\int_0^\infty\rho\,r\,dr\int_0^\pi\sin\theta\,d\theta
=\frac{Z}{2\pi}\left\langle\frac1r\right\rangle .
\end{equation}
The radial average is $2Z\,\Gamma(2\gamma)/\Gamma(2\gamma+1)=Z/\gamma$, so
\begin{equation}
I=\frac{Z^2}{2\pi\gamma}.
\end{equation}
For $Z=80$, $I=80\times98.534/(2\pi)=1254.6$ atomic units, or $8.31$ A. For $Z=1$ it is $1.05$ mA. The electric current has this magnitude and runs opposite to the particle flow.

The relativistic factor $1/\gamma$ raises $I$, although the moment falls. The area of a single plane loop with the same current and moment shows why:
\begin{equation}
\frac{|\mu_z|}{I}=\frac{1+2\gamma}{6}\cdot\frac{2\pi\gamma}{Z^2}
=\frac{\pi}{Z^2}\,\frac{\gamma(1+2\gamma)}{3}.
\end{equation}
In the nonrelativistic limit this is the area of a circle of radius $1/Z$. For the point charge, as $\zeta\to1$ the area tends to zero and $I$ diverges, while their product stays finite. An extended nucleus keeps $I$ finite, and at $Z=80$ a sphere of rms radius 5.46 fm lowers it by 0.4\%, to $8.28$ A. The current is weighted by $1/r$ and the moment by $r$, so flow close to the nucleus adds much to the first and little to the second.

\section*{Computed results}
\begin{verbatim}
Worked example: hydrogen-like ion, point nucleus, Z = 80
fine-structure constant        = 0.007297353
speed of light c               = 137.035999 a.u.
Z alpha                        = 0.583788
gamma                          = 0.811906
lower/upper amplitude ratio b  = 0.322196
equatorial j_phi/rho           = 80.000000 a.u.
equatorial j_phi/(c rho)       = 0.583788
Equatorial profile: r (bohr), rho (a.u.), j_phi (a.u.)
  0.006250  8.237764e+04  6.590211e+06
  0.012500  2.334914e+04  1.867932e+06
  0.025000  2.434659e+03  1.947727e+05
norm from quadrature           = 1.0000000000
mean radius <r>                = 0.01639882 bohr
mean inverse radius <1/r>      = 98.533576 1/bohr
mu_z from current quadrature   = -0.87460399 mu_B
mu_z from closed formula       = -0.87460399 mu_B
mu_z                           = -8.111086e-24 J/T
<beta L_z>, orbital part       = -0.06269800
<beta Sigma_z>, spin part      = 0.93730200
sum of the two parts           = 0.87460399
particle flux, half-plane      = 1254.568450 a.u.
circulating current magnitude  = 8.309782 A
Table: Z, gamma, mu_z quadrature (mu_B), mu_z formula (mu_B)
    1  0.99997337  -0.99998225  -0.99998225
   20  0.98929240  -0.99286160  -0.99286160
   50  0.93105940  -0.95403960  -0.95403960
   80  0.81190599  -0.87460399  -0.87460399
Z=1: 1-|mu_z|/mu_B             = 1.775069e-05
Z=1: (Z alpha)^2/3             = 1.775045e-05
Z=1: circulating current       = 1.054210 mA
Z=1: max |j-j_spin|/rho        = 4.248e-05 a.u.
Z alpha=0.9999: mu_z           = -0.342761 mu_B
\end{verbatim}
